\section*{Why Unscreened Pseudopotentials Deviate from the Coulomb Tail Beyond rc}

\section{A core shell that reaches too far}

Consider an atom with nuclear charge $Z$ whose $N_c$ core electrons sit on a thin spherical shell of radius $a$, and switch off exchange and correlation. Hartree atomic units are used, and potentials are potential energies of an electron. Outside the shell the nucleus and core together give $-Z/r+N_c/r=-Z_v/r$, with $Z_v=Z-N_c$. Inside it, the core contributes the constant $N_c/a$, so that
\begin{equation}
-\frac{Z}{r}+\frac{N_c}{a}
=-\frac{Z_v}{r}-N_c\left(\frac1r-\frac1a\right),\qquad r<a .
\end{equation}
The second term is attractive: an electron inside the shell sees a less screened nucleus. If the pseudopotential radius $r_c$ is smaller than $a$, the ionic potential differs from $-Z_v/r$ between $r_c$ and $a$, however well the pseudopotential was made. Every angular momentum sees the same difference, because it is a property of the charge distribution.

Now add a fictitious linear exchange-correlation potential, $V_{xc}[n]=-\alpha n$ with $\alpha>0$. Removing the valence contribution from the total leaves
\begin{equation}
-\alpha(n_c+n_v)+\alpha n_v=-\alpha n_c ,
\end{equation}
where $n_c$ and $n_v$ are the core and valence densities. This vanishes where the core density vanishes, and does not depend on the valence electrons. A real functional is nonlinear, so the remainder has a different size and does depend on them. The core tail is therefore the source of both deviations; nonlinearity governs the size and transferability of the second.

\section{What unscreening leaves behind}

\subsection{Definitions}

Take a nonrelativistic, spin-unpolarized, spherically averaged Kohn--Sham atom. Its all-electron potential is
\begin{equation}
V_{AE}=-\frac Zr+V_H[n_c]+V_H[n_v]+V_{xc}[n_c+n_v],
\label{ae}
\end{equation}
where the Hartree potential $V_H$ is linear in the density. For each $l$, let $P_l(r)$ be $r$ times the radial pseudo-orbital, constructed at the all-electron energy $\varepsilon_l$. It equals the all-electron orbital for $r\ge r_c$ and has the same norm inside $r_c$. If the radii differ between channels, $r_c$ means the largest. The radial equation
\begin{equation}
-\frac12P_l''+\left[\frac{l(l+1)}{2r^2}+V_l^{scr}\right]P_l=\varepsilon_lP_l
\end{equation}
is solved for the potential by dividing by $P_l$:
\begin{equation}
V_l^{scr}=\varepsilon_l-\frac{l(l+1)}{2r^2}+\frac{P_l''}{2P_l}.
\label{inv}
\end{equation}
This screened potential contains the valence electrons of the reference atom. Unscreening removes them:
\begin{equation}
V_l=V_l^{scr}-V_H[n_v^{ps}]-V_{xc}[n_v^{ps}],
\label{unscreen}
\end{equation}
where $n_v^{ps}$ is the valence density built from the pseudo-orbitals. The potentials $V_l$ are semilocal: local in $r$, but different for each $l$.

\subsection{The tail formula}

For $r>r_c$, the orbital in Eq.~\eqref{inv} is the all-electron orbital with its own energy. It satisfies the radial equation with $V_{AE}$, hence
\begin{equation}
V_l^{scr}(r)=V_{AE}(r)\quad\text{for every }l,\qquad r>r_c .
\label{same}
\end{equation}

The Hartree potential of a spherical density is
\begin{equation}
V_H[n](r)=\frac1r\int_0^r4\pi s^2n(s)\,ds+\int_r^\infty4\pi s\,n(s)\,ds .
\label{hartree}
\end{equation}
When $r>r_c$, norm conservation and the equality of the outer densities make the first integral the same for $n_v^{ps}$ and $n_v$. The second involves the outer density alone. Therefore $V_H[n_v^{ps}]=V_H[n_v]$ there.

A local functional gives a $V_{xc}$ that depends on the density at the same point. A gradient-corrected functional also uses density derivatives at that point. Both densities agree throughout $r>r_c$, including their derivatives, so $V_{xc}[n_v^{ps}]=V_{xc}[n_v]$ there. Inserting these equalities and Eqs.~\eqref{ae} and \eqref{same} into Eq.~\eqref{unscreen} gives
\begin{align}
V_l&=-\frac Zr+V_H[n_c]+V_H[n_v]+V_{xc}[n_c+n_v]\nonumber\\
&\quad-V_H[n_v]-V_{xc}[n_v]\nonumber\\
&=-\frac Zr+V_H[n_c]+X,
\label{before}
\end{align}
with
\begin{equation}
X=V_{xc}[n_c+n_v]-V_{xc}[n_v].
\label{x}
\end{equation}

The core charge within $r$ is $N_c$ minus the charge outside. Equation~\eqref{hartree} then gives
\begin{align}
V_H[n_c]&=\frac1r\left[N_c-\int_r^\infty4\pi s^2n_c\,ds\right]
+\int_r^\infty4\pi s^2n_c\,\frac1s\,ds\nonumber\\
&=\frac{N_c}{r}-T,\\
T(r)&=\int_r^\infty4\pi s^2n_c(s)\left(\frac1r-\frac1s\right)ds .
\label{t}
\end{align}
Since $-Z+N_c=-Z_v$, the result is
\begin{equation}
V_l(r)=-\frac{Z_v}{r}-T(r)+X(r),\qquad r>r_c .
\label{main}
\end{equation}

The integrand of $T$ is nonnegative, so $-T$ is attractive. It is the opening shell result with the shell replaced by a distribution. For local exchange, $V_x=-(3n/\pi)^{1/3}$ becomes more negative as density is added, so the exchange part of $X$ is attractive too.

Neither $T$ nor $X$ contains $r_c$. Enlarging $r_c$ does not reduce the deviation at a fixed outer radius; it only moves the starting point of Eq.~\eqref{main} outward. $T$ always decreases with $r$, and in the LDA lithium example below so does $|X-T|$. With a gradient-corrected functional $X$ can be positive and need not fall monotonically: on the same lithium densities PBE gives about $+47$ mHa at 1.8 bohr, and BLYP rises from $+0.8$ mHa at 1.8 bohr to $+8.5$ mHa at 2.5 bohr before it decays.

\subsection{Why the differences vanish}

The same two screening terms are subtracted from every channel. Without using the tail formula,
\begin{equation}
V_l-V_{l'}=V_l^{scr}-V_{l'}^{scr}
=V_{AE}-V_{AE}=0,\qquad r>r_c .
\label{diff}
\end{equation}
This needs one multiplicative potential acting on all orbitals, and one reference configuration. Locality of the functional is sufficient for the first condition but is not itself what produces the cancellation. Suppose $V_{xc}$ is multiplicative but depends on the density elsewhere. Then $V_{xc}[n_v^{ps}]$ may differ from $V_{xc}[n_v]$ beyond $r_c$, which changes $X$, but the change is common to all channels and Eq.~\eqref{diff} survives.

Inside $r_c$ the pseudo-orbitals have been altered separately for each $l$, and the differences are generally finite. That is where the angular-momentum dependence of the pseudopotential resides.

\section{How large the two parts are}

\subsection{A thin core tail}

Where $n_c\ll n_v$, expand Eq.~\eqref{x} to first order in $n_c$:
\begin{equation}
X\simeq\left.\frac{dV_{xc}}{dn}\right|_{n_v}n_c,
\qquad
\frac{dV_x}{dn}=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.
\label{linear}
\end{equation}
The second expression is the derivative of local exchange. It is large in magnitude when the valence density is low, so a small core density can have a visible effect.

For the electrostatic part, write $1/r-1/s=(s-r)/(rs)$ in Eq.~\eqref{t}. Over the short range that matters, approximate $s\,n_c(s)$ by $r\,n_c(r)e^{-2\lambda(s-r)}$, where $\lambda=-\frac12\,d\ln(rn_c)/dr$. With $u=s-r$,
\begin{align}
T&=\frac{4\pi}{r}\int_r^\infty(s-r)\,s\,n_c(s)\,ds\nonumber\\
&\simeq4\pi n_c(r)\int_0^\infty u e^{-2\lambda u}\,du
=\frac{\pi n_c(r)}{\lambda^2},
\label{test}
\end{align}
because the last integral is $1/(2\lambda)^2$. Dividing Eq.~\eqref{linear} by Eq.~\eqref{test} gives
\begin{equation}
\frac{|X|}{T}\simeq\frac{\lambda^2}{\pi}
\left|\frac{dV_{xc}}{dn}\right|_{n_v}.
\end{equation}
The core density cancels. With local exchange and a slowly varying $\lambda$, the ratio grows as $n_v^{-2/3}$ when the valence density falls. Exchange-correlation then increasingly outweighs electrostatics.

Both parts still decay. If $n_c\sim e^{-2\kappa_cr}$ and $n_v\sim e^{-2\kappa_vr}$, apart from powers of $r$, the exchange part of $X$ behaves as
\begin{equation}
n_v^{-2/3}n_c\sim e^{-(2\kappa_c-4\kappa_v/3)r}.
\end{equation}
It decays because the more tightly bound core has $\kappa_c>\kappa_v$, but more slowly than $n_c$ itself.

\subsection{Lithium}

Lithium has $Z=3$, $N_c=2$ and $Z_v=1$. The calculation uses Slater exchange and VWN correlation for the configuration $1s^22s^1$. The empty $2p$ level supplies the $p$ channel, and both channels have $r_c=1.8$ bohr. Spin polarization and relativity are omitted, so the numbers describe this LDA model rather than a measured atom.

At $r_c$ the densities are $n_c=1.439\times10^{-3}$ and $n_v=3.284\times10^{-3}$ bohr$^{-3}$. The exchange part of $X$ follows by hand:
\begin{align}
X_x&=-\left(\frac3\pi\right)^{1/3}
\left[(0.004723)^{1/3}-(0.003284)^{1/3}\right]\nonumber\\
&\simeq-0.985\,(0.1678-0.1486)
\simeq-0.019\ \text{Ha}.
\end{align}
With correlation, $X=-21.13$ mHa. The core charge outside $r_c$ is 0.0167 electrons and gives $-T=-1.13$ mHa. Thus
\begin{equation}
V_l(r_c)+\frac{Z_v}{r_c}=-21.13-1.13=-22.26\ \text{mHa},
\end{equation}
or $-606$ meV. This is 4.0\% of the Coulomb term, whose magnitude is $1/1.8=0.5556$ Ha.

The deviation falls rapidly (all energies in mHa):
\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $-T$ & $X$ & $X-T$\\
1.8 & $-1.130$ & $-21.129$ & $-22.259$\\
2.5 & $-0.050$ & $-1.113$ & $-1.163$\\
3.2 & $-0.0024$ & $-0.0701$ & $-0.0725$\\
4.0 & $-0.0001$ & $-0.0035$ & $-0.0036$
\end{tabular}
\end{center}
The $s$ and $p$ potentials, inverted separately and unscreened with the same pseudo valence density, both reproduce the last column. From $r_c$ to 6 bohr they differ by less than $10^{-10}$ Ha on the grid, which is numerical error. At 1.0 bohr, inside $r_c$, they differ by 1.83 Ha for $P_l=r^{l+1}e^{p(r)}$ with $p$ an even polynomial of degree 8. This inner value depends on the construction (1.65 Ha with the Kerker form, 1.92 Ha with the Troullier--Martins form); the outer tail does not.

The linear estimate of $X$ at $r_c$ is $-24.08$ mHa, 14\% too large in magnitude relative to $X$, since $n_c/n_v=0.44$ is not small. At 2.5 bohr it is $-1.121$ mHa, within 1\%. The ratio $|X|/T$ rises from 44 at 4 bohr to about 630 at 8 bohr, growing in the direction the thin-tail analysis predicts, although both parts are negligible there for most purposes.

\section{What nonlinearity does}

A linear functional would leave $V_{xc}[n_c]$ as the remainder. For local exchange the actual remainder is smaller in magnitude. With positive densities,
\begin{equation}
\left(n_c^{1/3}+n_v^{1/3}\right)^3
=n_c+n_v+3n_c^{2/3}n_v^{1/3}+3n_c^{1/3}n_v^{2/3}
>n_c+n_v .
\end{equation}
Taking the cube root and subtracting $n_v^{1/3}$ gives $(n_c+n_v)^{1/3}-n_v^{1/3}<n_c^{1/3}$. The valence electrons already present weaken the response to added core density. In lithium at $r_c$, $V_{xc}[n_c]=-142.9$ mHa, whereas $X=-21.1$ mHa. Where $n_v$ is comparable to or larger than $n_c$, one cannot estimate the tail by evaluating the functional on the core alone. In the opposite limit $X$ approaches $V_{xc}[n_c]$, and equals it for an ionic reference with $n_v=0$. Larger cores lie closer to that limit and have larger tails: in LDA potassium at 2.5 bohr, $n_c/n_v\simeq8$, $X\simeq-133$ mHa and $-T\simeq-23$ mHa.

The dependence on $n_v$ also limits transferability. Freeze the core and let the valence density change to $\tilde n_v$. Beyond $r_c$, the pseudopotential calculation supplies the exchange-correlation terms $X[n_v]+V_{xc}[\tilde n_v]$, while the all-electron expression is $V_{xc}[n_c+\tilde n_v]$. The error is
\begin{equation}
X[n_v]+V_{xc}[\tilde n_v]-V_{xc}[n_c+\tilde n_v]
=X[n_v]-X[\tilde n_v].
\label{transfer}
\end{equation}
It vanishes for the reference density. The tail is therefore not an error in the reference atom: it is what restores $V_{AE}$ when the valence screening is added back. A fresh self-consistent solution of the lithium pseudo-atom returns the all-electron $2s$ and $2p$ levels, $-0.105540$ and $-0.041353$ Ha, to the digits shown. The error appears when $X$, frozen at one valence density, is used at another.

\section{When the channels no longer agree}

\subsection{Different reference configurations}

Suppose the $s$ potential comes from configuration $A$ and the $p$ potential from configuration $B$, each unscreened with its own density. Equation~\eqref{main} applies to each, and the Coulomb terms cancel:
\begin{equation}
V_s^A-V_p^B=(X-T)_A-(X-T)_B .
\label{mixed}
\end{equation}
This is generally nonzero, because the valence density differs and the core relaxes. Taking $p$ from $1s^22p^1$ instead of the empty level of $1s^22s^1$ gives a difference of 4.34 mHa at $r_c$ and 0.36 mHa at 2.5 bohr. The first is about 20\% of the magnitude of the original tail deviation. The functional is still local; the common reference has been lost.

\subsection{Fock exchange}

Fock exchange is an operator that cannot in general be replaced by one multiplicative potential for all orbitals. To see the effect of the core, let it act on an orbital $(P_l/r)Y_{lm}$ with the closed $1s$ shell, and divide by that orbital. The $1s$ orbital is $P_{1s}/(r\sqrt{4\pi})$. The multipole expansion of $1/|\mathbf r-\mathbf r'|$ contributes $4\pi/(2l+1)$ for the matching $l$, and this $4\pi$ cancels the two factors $1/\sqrt{4\pi}$. The equivalent local potential is
\begin{equation}
W_l(r)=-\frac{P_{1s}(r)}{(2l+1)P_l(r)}
\int_0^\infty P_{1s}(s)P_l(s)\frac{r_<^l}{r_>^{l+1}}\,ds,
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. It depends on $l$ through the multipole factor and through the orbital.

For $2s$, orthogonality to $1s$ turns the integral into $-\int_r^\infty P_{1s}P_{2s}(1/r-1/s)\,ds$. Beyond the $2s$ node, with both orbitals positive, this is negative and $W_s$ is positive. For $2p$, with both radial functions positive, the integral is positive and $W_p$ is negative. Evaluated on the lithium LDA orbitals at $r_c$, the values are $W_s=2.40$ and $W_p=-9.80$ mHa, a difference of 12.2 mHa. This is the core-exchange part on fixed orbitals, not a self-consistent Hartree--Fock calculation, but it shows that the cancellation in Eq.~\eqref{diff} has lost its basis.

\section{What to do about it}

\subsection{Keep the common tail in the local part}

Choose one channel, or another function with the same outer tail, as $V_{loc}$. With $\hat P_l$ the projector onto angular momentum $l$, write
\begin{equation}
\hat V=V_{loc}+\sum_l(V_l-V_{loc})\hat P_l .
\end{equation}
By Eq.~\eqref{diff}, the $l$-dependent terms end at $r_c$, while $V_{loc}$ carries the entire deviation. Replacing $V_{loc}$ by $-Z_v/r$ immediately beyond $r_c$ would introduce a 22 mHa step in the lithium example. The switch to the Coulomb form should wait until $|X-T|$ has fallen below the tolerance of the application and stays below it at larger $r$. Here it is 1.16 mHa at 2.5 bohr and 0.07 mHa at 3.2 bohr.

\subsection{Correct the nonlinear part}

A nonlinear core correction replaces the subtraction in Eq.~\eqref{unscreen} by
\begin{equation}
V_l^{cc}=V_l^{scr}-V_H[n_v^{ps}]-V_{xc}[n_c+n_v^{ps}].
\end{equation}
For $r>r_c$ and a local or gradient-corrected functional, the last term cancels the exchange-correlation term in $V_{AE}$. What remains is
\begin{equation}
V_l^{cc}=-\frac{Z_v}{r}-T .
\end{equation}
The lithium deviation at $r_c$ drops from $-22.26$ to $-1.13$ mHa. The same core density must be added to the valence density whenever $V_{xc}$ is evaluated later. The functional then sees the changed total density, and the frozen-$X$ error in Eq.~\eqref{transfer} is removed. A smooth partial core has the same effect in the region beyond $r_c$ where it equals $n_c$. The correction does not remove $T$, which is the real electrostatic penetration of the core.

\subsection{Read the tail as a diagnostic}

If the pseudo-density contains an erroneous extra charge $q$ inside $r_c$, Eq.~\eqref{hartree} adds $q/r$ to the subtracted Hartree potential. The unscreened potential changes by
\begin{equation}
\Delta V_l=-\frac qr,\qquad r>r_c .
\end{equation}
Deliberately halving the inner $2s$ norm in lithium gives $q=-0.03266$ electrons and a shift of $0.03266/1.8\simeq0.0181$ Ha, or 18.1 mHa, at $r_c$. This is comparable to the genuine deviation there, but its range is different.

The useful quantity is $r(V_l+Z_v/r)$. A core tail makes it decay to zero; a charge error makes it approach $-q$. A tail that decays and is common to all channels is expected. With a local or gradient-corrected functional, a constant limit points to the norm or the charge count. A decaying difference between channels points to mixed configurations, Fock exchange with the core orbitals, or pseudo-orbitals that have not fully joined the all-electron ones. Fock exchange between valence orbitals can fall outside these rules. Norm conservation fixes $\int_0^{r_c}P_l^2\,ds$ but not the mixed moments $\int_0^{r_c}s^kP_lP_{l'}\,ds$, so unscreening leaves in $V_l$ a term proportional to $P_{l'}/(P_l\,r^{k+1})$, which need not decay when $P_l$ is the more tightly bound orbital. Exchange within a $p$ shell can also leave a term in the $p$ channel, decaying as $1/r^3$, because the moment $\int_0^{r_c}s^2P_l^2\,ds$ is not fixed either. For the lithium model, the numerical check covers the tail formula, the channel differences, the charge error, the mixed configurations and the core Fock term on fixed orbitals; it does not cover gradient-corrected functionals, valence Fock exchange or imperfectly joined pseudo-orbitals.

\section*{Computed values}
\begin{verbatim}
Li atom, LDA (Slater exchange + VWN), spin-unpolarized
Z = 3, core electrons = 2, Zv = 1, rc = 1.8 bohr
all-electron levels 1s, 2s, 2p (Ha): -1.878564 -0.105540 -0.041353
pseudo-atom levels 2s, 2p (Ha): -0.105540 -0.041353
core charge outside rc (electrons): 0.01667
2s norm inside rc (electrons): 0.06533
r (bohr) | n_c (bohr^-3) | n_v (bohr^-3)
1.8 | 1.439e-03 | 3.284e-03
2.5 | 6.301e-05 | 3.008e-03
3.2 | 3.022e-06 | 2.050e-03
4.0 | 1.003e-07 | 1.132e-03
r (bohr) | -T | X | X-T | V_s+Zv/r | V_p+Zv/r   (all mHa)
1.8 | -1.1303 | -21.1286 | -22.2590 | -22.2590 | -22.2590
2.5 | -0.0498 | -1.1128 | -1.1626 | -1.1626 | -1.1626
3.2 | -0.0024 | -0.0701 | -0.0725 | -0.0725 | -0.0725
4.0 | -0.0001 | -0.0035 | -0.0036 | -0.0036 | -0.0036
-Zv/r at rc (Ha): -0.555556
total deviation at rc (meV): -605.70
largest formula-definition mismatch (Ha): 4.1e-10
largest |V_s-V_p|, rc to 6 bohr (Ha): 7.3e-11
V_s-V_p at r = 1.0 bohr (Ha): 1.8286
V_s-V_p at r = 0.4 bohr (Ha): 2.0953
r (bohr) | V_xc[n_c] alone | linearized X | core-corrected deviation   (mHa)
1.8 | -142.9223 | -24.0837 | -1.1303
2.5 | -56.1544 | -1.1209 | -0.0498
3.2 | -22.4086 | -0.0702 | -0.0024
4.0 | -7.7765 | -0.0035 | -0.0001
decay constant lambda at 4 bohr (bohr^-1): 1.9873
T at 4 bohr, estimate and quadrature (mHa): 0.00008 0.00008
|X|/T at 4 and 8 bohr: 44.1 631.5
halved inner norm: charge error (electrons) -0.03266
halved inner norm: shift of V_s at rc (mHa) 18.146
r (bohr) | V_s(2s1)-V_p(2p1) | Fock core exchange s | same, p   (mHa)
1.8 | 4.3447 | 2.4003 | -9.7988
2.5 | 0.3629 | 0.0864 | -1.3619
3.2 | 0.0148 | 0.0038 | -0.2186
4.0 | 0.0001 | 0.0001 | -0.0314
\end{verbatim}
